# Defect Recombination through Three Charge States and Its Shared Middle State, part 2

Identical, isolated defects of density $N$ capture free electrons and holes, of densities $n$ and $p$. We want the net steady-state recombination rate $U$, in pairs per volume and time, and its relation to the sum of two single-level rates. Densities are in cm$^{-3}$, capture coefficients in cm$^3$/s.

The charge states $A,B,C$ hold 0, 1 and 2 electrons more than $A$; their fractions $f_A,f_B,f_C$ add to 1. Link 1 joins $A$ and $B$, link 2 joins $B$ and $C$. On link $j$ the electron and hole capture coefficients are $c_{nj}$ and $c_{pj}$, and the defect gains and loses an electron at the rates

$$a_j=c_{nj}n+c_{pj}p_j,\qquad b_j=c_{nj}n_j+c_{pj}p .$$

The terms with $n_j$ and $p_j$ are emission. Detailed balance gives $n_jp_j=n_\mathrm{i}^2$, with $n_\mathrm{i}$ the intrinsic density. A superscript 0 marks equilibrium, $T$ is the temperature, $k$ Boltzmann's constant, and $N_c,N_v$ are the effective densities of states of the bands. The populations obey

$$\frac{df_A}{dt}=-a_1f_A+b_1f_B,\qquad \frac{df_C}{dt}=a_2f_B-b_2f_C .$$

In steady state $f_A:f_B:f_C=b_1b_2:a_1b_2:a_1a_2$, and the sum of these weights is $D$. Hence

$$f_B=\frac{1}{1+b_1/a_1+a_2/b_2}.$$

Each link taken as a separate defect would give the single-level rate

$$S_j=N\frac{c_{nj}c_{pj}(np-n_\mathrm{i}^2)}{a_j+b_j}.$$

The true rate is smaller than $S_1+S_2$; the deficit is quoted relative to this sum:

$$U=(1-f_C)S_1+(1-f_A)S_2 .$$

When emission is negligible and $np-n_\mathrm{i}^2$ is replaced by $np$,

$$U=Nf_B(c_{p1}p+c_{n2}n).$$

In the extrinsic limit of plentiful holes, $n/p$ is much smaller than $c_{p1}/c_{n1}$, $c_{p1}/c_{n2}$ and $c_{p2}/c_{n2}$. Then $f_A\to1$ and $U\simeq Nc_{n1}n$, whereas the sum gives $N(c_{n1}+c_{n2})n$. In strongly n-type material $U\simeq Nc_{p2}p$.

### Two levels that imitate the defect

The defect's own single-level rates do not add. Two other, fictitious levels can still have a sum equal to $U$. Neglect emission again and put $x=n/p$. With $f_B$ written out,

$$\frac{U}{Nn}=\frac{c_{p1}/x+c_{n2}}{1+c_{p1}/(c_{n1}x)+c_{n2}x/c_{p2}} .$$

Multiplying numerator and denominator by $c_{n1}c_{p2}x$ gives

$$\frac{U}{Nn}=\frac{c_{n1}c_{p2}(c_{p1}+c_{n2}x)}{Q(x)},\qquad Q(x)=c_{n1}c_{n2}x^2+c_{n1}c_{p2}x+c_{p1}c_{p2}.$$

A single level of density $N$ with coefficients $k_n,k_p$ contributes

$$\frac{k_nk_pp}{k_nn+k_pp}=\frac{k_p}{x+r},\qquad r=\frac{k_p}{k_n}.$$

The question is therefore one of partial fractions. Write $Q=c_{n1}c_{n2}(x+r_+)(x+r_-)$ with $r_+>r_-$, and let $x_0=c_{p1}/c_{n2}$. Then

$$\frac{U}{Nn}=\frac{c_{p2}(x+x_0)}{(x+r_+)(x+r_-)},$$

and the two numerators are

$$k_{p+}=c_{p2}\frac{r_+-x_0}{r_+-r_-},\qquad k_{p-}=c_{p2}\frac{x_0-r_-}{r_+-r_-}.$$

Both are positive when $r_-<x_0<r_+$, that is, when $-x_0$ lies between the roots of $Q$. Since $Q$ opens upwards, this means $Q(-x_0)<0$. Direct insertion gives

$$Q(-x_0)=\frac{c_{n1}c_{p1}^2}{c_{n2}}-\frac{c_{n1}c_{p1}c_{p2}}{c_{n2}}+c_{p1}c_{p2}
=\frac{c_{n1}c_{p1}c_{p2}}{c_{n2}}\left(\frac{c_{p1}}{c_{p2}}+\frac{c_{n2}}{c_{n1}}-1\right).$$

Two fictitious levels with different ratios $r$ and positive coefficients thus exist if and only if

$$\frac{c_{p1}}{c_{p2}}+\frac{c_{n2}}{c_{n1}}<1 .$$

A negative $Q(-x_0)$ also ensures that the roots are real, and partial fractions are unique, so no other pair can do it. At equality $-x_0$ is itself a root of $Q$, and $U$ reduces to the rate of one level with coefficients $c_{n1}$ and $c_{p2}$. For 500 random sets of coefficients between 0.1 and 10, the signs found from numerical roots agreed with this condition in every case.

Adding the numerators gives $k_{p+}+k_{p-}=c_{p2}$. Setting $x=0$ gives $k_{n+}+k_{n-}=c_{p2}x_0/(r_+r_-)=c_{n1}$, because $r_+r_-=c_{p1}c_{p2}/(c_{n1}c_{n2})$. The fictitious levels therefore share out $c_{n1}$ and $c_{p2}$, the coefficients of the outer states. A good two-level fit to lifetime data therefore does not show that two defects are present, and the fitted coefficients are not themselves those of a three-state defect. If a single defect of known density is assumed, its coefficients follow from the fit by conversion: $c_{n1}$ and $c_{p2}$ are the sums above, $c_{n2}=c_{p2}/(r_++r_-)$, and $c_{p1}=r_+r_-c_{n1}c_{n2}/c_{p2}$.

### A double donor in p-type CdTe

Take states $2+,+,0$ in CdTe at 300 K with a dark hole density $p^0=10^{16}$ cm$^{-3}$ and $N=10^{14}$ cm$^{-3}$. The levels lie 0.6 and 0.9 eV above the valence edge in a gap of 1.5 eV. The coefficients, in cm$^3$/s, are

$$c_{n1}=2\times10^{-7},\quad c_{p1}=10^{-9},\quad c_{n2}=10^{-7},\quad c_{p2}=10^{-8}.$$

They reflect faster electron capture by the more positive state and slow hole capture by the repulsive state $+$. All are round model values. The numerical output lists $n_j$ and $p_j$ as n_t and p_t; emission is negligible at the injections treated here.

For an excess electron density $\Delta n=10^{14}$ cm$^{-3}$, set $n=\Delta n$ and $p=p^0+\Delta n=1.01\times10^{16}$ cm$^{-3}$. The rates, in s$^{-1}$, are

$$a_1=2.00\times10^7,\quad b_1=1.01\times10^7,\quad a_2=1.00\times10^7,\quad b_2=1.01\times10^8 .$$

The populations are in the ratio $0.505:1:0.099$, which normalizes to $f_A=0.315$, $f_B=0.623$ and $f_C=0.062$. With $np=1.01\times10^{30}$ cm$^{-6}$,

$$S_1=10^{14}\,\frac{2\times10^{-16}\times1.01\times10^{30}}{3.01\times10^7}=6.71\times10^{20}\ \mathrm{cm^{-3}\,s^{-1}},$$

$$S_2=10^{14}\,\frac{10^{-15}\times1.01\times10^{30}}{1.11\times10^8}=9.10\times10^{20}\ \mathrm{cm^{-3}\,s^{-1}}.$$

The sum is $1.58\times10^{21}$. The true rate is

$$U=(0.938\times6.71+0.685\times9.10)\times10^{20}=1.25\times10^{21}\ \mathrm{cm^{-3}\,s^{-1}},$$

which is 21 % below the sum. The lifetime $\Delta n/U$ is 80 ns, whereas the sum gives 63 ns.

At $\Delta n=10^{11}$ cm$^{-3}$ the extrinsic limit is reached. The lifetime is $1/(Nc_{n1})=50$ ns, the sum gives 33 ns, and the deficit is one third of the sum. At $10^{14}$ cm$^{-3}$ the excess is still 1 % of $p^0$, yet $n/p$ already exceeds $c_{p1}/c_{n1}=0.005$, and the limit has been left.

At $10^{15}$ cm$^{-3}$ the deficit is 10 %, although the middle state holds just 51 % of the defects. The large outer fraction, $f_C=0.46$, reduces the smaller rate $S_1$, while the larger rate $S_2$ is reduced by $f_A=0.03$.

The imitation condition is met, since $0.1+0.5=0.6<1$. Here $r_++r_-=c_{p2}/c_{n2}=0.1$ and $r_+r_-=5\times10^{-4}$, so $r_\pm=0.0947$ and $0.0053$. The fictitious hole coefficients are $9.5\times10^{-9}$ and $5.3\times10^{-10}$ cm$^3$/s, and both electron coefficients are $1.0\times10^{-7}$ cm$^3$/s. At the four injections in the output their sum matches $U$ to within a relative $10^{-5}$. Read as properties of the defect, they would put $c_{n1}$ and $c_{p1}$ too low by factors of about two.

### How quickly the steady state is reached

At fixed $n$ and $p$, eliminate $f_B=1-f_A-f_C$ from the population equations. Deviations from the steady state then decay with the matrix

$$\begin{pmatrix}a_1+b_1&b_1\\a_2&a_2+b_2\end{pmatrix}.$$

Its trace is $R=a_1+b_1+a_2+b_2$ and its determinant is $D$. The slower decay rate is

$$\lambda=\frac{R-\sqrt{R^2-4D}}{2}=\frac{2D}{R+\sqrt{R^2-4D}},$$

where the second form avoids subtracting nearly equal numbers. At $\Delta n=10^{11}$ cm$^{-3}$ the settling time $1/\lambda$ is 100 ns, close to $1/(c_{p1}p)$ and twice the carrier lifetime. The defects then store $N(f_B+2f_C)=2\times10^{11}$ electrons per cm$^3$, more than are free. After a short pulse of this size the electron density still decays with the lifetime of 50 ns, because nearly all defects stay in $2+$. The excess holes disappear more slowly, since a stored electron waits about 100 ns for a hole, and the steady-state rate does not describe their decay. In general the population equations have to be integrated with those for $n$ and $p$.

### Neglected effects and the real material

The hole density above ignores the charge stored on the defects. With fixed acceptors, neutrality requires $p=p^0+\Delta n+N(f_B+2f_C)$, and this raises $U$ by at most 0.7 % in the four cases. Hole degeneracy changes the relation between $p$ and the Fermi level by the relative amount $p/(\sqrt8N_v)$, which is 0.02 % for $p^0$. Auger recombination with a rough coefficient of $10^{-30}$ cm$^6$/s stays below 0.01 % of $U$.

Radiative recombination matters more. With a rough coefficient of $10^{-10}$ cm$^3$/s and no reabsorption, it amounts to 5 % of $U$ at $10^{11}$ and 20 % at $10^{15}$ cm$^{-3}$. At the highest injection its omission is a larger error than the use of $S_1+S_2$ for the defect. It is a parallel channel and is simply added to $U$.

At 340 K, an assumed barrier of 0.1 eV for hole capture by $+$ multiplies $c_{p1}$ by 1.58. The gap, the levels and the other coefficients are held fixed. $U$ then rises by 0, 3, 9 and 4 % at the four injections, in ascending order. The maximum follows from the emission-free formula, in which $U\propto(c_{p1}p+c_{n2}n)/Q$. Differentiating its logarithm gives

$$\frac{\partial\ln U}{\partial\ln c_{p1}}=\frac{c_{p1}p}{c_{p1}p+c_{n2}n}-f_A .$$

At $10^{14}$ cm$^{-3}$ this is $0.50-0.31=0.19$, and multiplication by $\ln1.58=0.46$ gives 9 %. At the lowest injection both terms are close to 1 and cancel, because electron capture by $2+$ limits the rate. At the highest injection both terms are small, 0.10 and 0.03, so the rise is again weaker.

The gap and the hole density suit a well-doped CdTe solar absorber; many polycrystalline films have fewer holes, roughly $10^{14}$ to $10^{15}$ cm$^{-3}$. Lifetimes of tens of nanoseconds are of a realistic order for such absorbers. A tellurium atom on a cadmium site is a possible double donor, but the levels and coefficients used here were not calculated for it.

Real devices break the assumption of a field-free, uniform bulk. For a one-sided depletion layer with a potential drop $V=0.3$ V, the peak field is $F=\sqrt{2ep^0V/\varepsilon}=0.033$ MV/cm, where $e$ is the elementary charge and $\varepsilon$ the permittivity, taken as 10 times that of vacuum. The conduction band falls towards the junction, and electrons from its lower part can tunnel into the layer before capture. With a triangular barrier that has the peak field and the full drop, and an electron mass $m$ of 0.1 free-electron masses, a semiclassical upper estimate of the enhancement by tunnelling to a short-range centre is

$$1+\int_0^{eV/kT}\exp\left(y-\frac{4\sqrt{2m}\,(kT)^{3/2}}{3e\hbar F}\,y^{3/2}\right)dy=1.7 .$$

The first term in the exponent is the gain in thermal occupation at an energy $ykT$ below the barrier top, and the second is the tunnelling loss. The Coulomb wells of the attractive states $2+$ and $+$ are left out. At this field their Poole–Frenkel lowering $2\sqrt{ZeF/4\pi\varepsilon}$, with $Z=2$ and $1$, is 2.4 and 1.7 times $kT/e$, so the estimate does not bound the whole field effect on this defect. At the point of peak field itself the band edge is lowest, so electrons have no lower states to tunnel from and the enhancement vanishes. The estimate is approached slightly before that point, where holes are scarce: if they are in equilibrium with the neutral region, most of the drop of 0.3 V has already lowered their density to below $10^{12}$ cm$^{-3}$. With the coefficients used here, at fixed $n$ the recombination rate rises by the full factor only if $n$ is so small that $c_{n1}n\ll c_{p1}p$ still holds there and $U\simeq Nc_{n1}n$. In that case the change can slightly exceed the error made by adding the single-level rates, which is a factor of 1.5. The case is confined to conditions near equilibrium. If the electron quasi-Fermi level is flat, $n$ at that point is about $3\times10^4$ times its value in the neutral region, and the condition fails by a factor of $10^6$ or more at all four injections treated above. Then $U\simeq Nc_{p2}p$, electron tunnelling has no effect on it, and tunnelling of holes from the neutral side is what counts; the same integral with a hole mass of 0.7 gives about 1.3. The lifetimes above therefore apply to the neutral region; in the junction, field-dependent coefficients must enter $a_j$ and $b_j$, with emission rescaled so that detailed balance still holds.

## Numbers as computed

```
Temperature 300 K, kT = 0.02585 eV
Gap 1.5 eV; levels above Ev: 0.6, 0.9 eV
Masses: electron 0.1, hole 0.7 m_e; permittivity 10.0
Nc = 7.935e+17, Nv = 1.470e+19 cm^-3
ni = 8.589e+05 cm^-3
cn1 = 2.0e-07, cp1 = 1.0e-09 cm^3/s
cn2 = 1.0e-07, cp2 = 1.0e-08 cm^3/s
Defects 1.0e+14, dark holes 1.0e+16 cm^-3
Link 1: n_t = 6.029e+02, p_t = 1.224e+09 cm^-3
Link 2: n_t = 6.607e+07, p_t = 1.117e+04 cm^-3
cp1/cp2 + cn2/cn1 = 0.60
Fictitious level 1: kn = 1.000e-07, kp = 9.472e-09 cm^3/s
Fictitious level 2: kn = 1.000e-07, kp = 5.279e-10 cm^3/s
Excess electrons 1e+11 cm^-3:
  f(2+), f(+), f(0) = 0.9980, 0.0020, 2.00e-07
  S1 = 1.996e+18, S2 = 9.999e+17 cm^-3 s^-1
  sum = 2.996e+18, true U = 1.998e+18 cm^-3 s^-1
  deficit of U below sum = 33.3 %
  lifetime: true 50.0, from sum 33.4 ns
  slowest settling time of defect = 99.8 ns
Excess electrons 1e+13 cm^-3:
  f(2+), f(+), f(0) = 0.8321, 0.1663, 1.66e-03
  S1 = 1.667e+20, S2 = 9.901e+19 cm^-3 s^-1
  sum = 2.657e+20, true U = 1.830e+20 cm^-3 s^-1
  deficit of U below sum = 31.1 %
  lifetime: true 54.6, from sum 37.6 ns
  slowest settling time of defect = 84.0 ns
Excess electrons 1e+14 cm^-3:
  f(2+), f(+), f(0) = 0.3148, 0.6234, 6.17e-02
  S1 = 6.711e+20, S2 = 9.099e+20 cm^-3 s^-1
  sum = 1.581e+21, true U = 1.253e+21 cm^-3 s^-1
  deficit of U below sum = 20.7 %
  lifetime: true 79.8, from sum 63.3 ns
  slowest settling time of defect = 34.6 ns
Excess electrons 1e+15 cm^-3:
  f(2+), f(+), f(0) = 0.0280, 0.5091, 4.63e-01
  S1 = 1.043e+21, S2 = 5.238e+21 cm^-3 s^-1
  sum = 6.281e+21, true U = 5.651e+21 cm^-3 s^-1
  deficit of U below sum = 10.0 %
  lifetime: true 176.9, from sum 159.2 ns
  slowest settling time of defect = 5.6 ns
Rough B = 1e-10 cm^3/s, Auger C = 1e-30 cm^6/s
Hole-capture barrier 0.1 eV: cp1 x 1.58 at 340 K
Neglected effects, in % of true U:
  1e+11 cm^-3: stored charge +0.00, radiative 5.0,
    Auger 0.0005, 340 K +0.0
  1e+13 cm^-3: stored charge +0.01, radiative 5.5,
    Auger 0.0005, 340 K +3.0
  1e+14 cm^-3: stored charge +0.18, radiative 8.1,
    Auger 0.0008, 340 K +9.2
  1e+15 cm^-3: stored charge +0.69, radiative 19.5,
    Auger 0.0023, 340 K +4.0
Hole degeneracy correction p/(sqrt(8) Nv) = 0.024 %
Junction drop 0.3 V: field 0.0330 MV/cm
  tunnelling multiplies electron capture by 1.68
```
